# The proper piezoelectric tensor: two derivations and a worked example, part 2

We seek the piezoelectric tensor $e_{ijk}$ measured as charge flowing between shorted electrodes when an insulator is slowly deformed at zero macroscopic field. Points move as $r_j\to r_j+\varepsilon_{jk}r_k$, with $\varepsilon$ not symmetrised; derivatives are taken at $\varepsilon=0$, and $e>0$ is the elementary charge. The cell has lattice vectors $\mathbf a_\alpha$, volume $\Omega$ and face area vectors $\mathbf A_1=\mathbf a_2\times\mathbf a_3$ and cyclic. Any vector $\mathbf X$ obeys

$$\mathbf X=\frac1\Omega\sum_\alpha\mathbf a_\alpha\,(\mathbf A_\alpha\cdot\mathbf X),\tag{2}$$

$$\frac{\partial a_{\alpha i}}{\partial\varepsilon_{jk}}=\delta_{ij}a_{\alpha k},\tag{3}$$

$$\frac{\partial\Omega}{\partial\varepsilon_{jk}}=\Omega\,\delta_{jk}.\tag{4}$$

Lattice coordinates $s_\alpha$ and $\kappa_\alpha$ are defined by $\mathbf r=\sum_\alpha s_\alpha\mathbf a_\alpha$ and $\mathbf k=\sum_\alpha\kappa_\alpha\mathbf b_\alpha$, with $\mathbf b_\alpha\cdot\mathbf a_\beta=2\pi\delta_{\alpha\beta}$. Occupied Bloch functions $\psi_{n\kappa}=e^{2\pi i\kappa\cdot s}u_{n\kappa}$ ($n$ includes spin) are chosen smooth and periodic under a unit step $\hat\alpha$ in $\kappa_\alpha$, assuming vanishing Chern numbers. With Wannier functions $w_n$ and ions of charge $Z_se$ at $s_{s\alpha}$, the formal polarization $\mathbf P$ follows from

$$\langle w_n|s_\alpha|w_n\rangle=\frac{\gamma_{n\alpha}}{2\pi},\qquad \gamma_{n\alpha}=\int d^3\kappa\; i\langle u_{n\kappa}|\partial_{\kappa_\alpha}u_{n\kappa}\rangle ,\tag{6}$$

$$\mathbf P=\frac{e}{2\pi\Omega}\sum_\alpha\phi_\alpha\mathbf a_\alpha,\qquad \phi_\alpha=2\pi\sum_sZ_ss_{s\alpha}-\sum_n\gamma_{n\alpha}.\tag{7}$$

Branches differ by $2\pi n_\alpha$ in $\phi_\alpha$, with integer $n_\alpha$ and $\mathbf R=\sum n_\alpha\mathbf a_\alpha$. With $e^{\rm imp}_{ijk}=\partial P_i/\partial\varepsilon_{jk}$ along one branch, the result is

$$e_{ijk}=e^{\rm imp}_{ijk}+\delta_{jk}P_i-\delta_{ij}P_k=\frac{e}{2\pi\Omega}\sum_\alpha a_{\alpha i}\,\frac{\partial\phi_\alpha}{\partial\varepsilon_{jk}} .\tag{1}$$

The first derivation used the macroscopic charge per surface cell of a slab face, $Q_\alpha=\mathbf P\cdot\mathbf A_\alpha+Ne$. The integer $N$ depends on the termination, and the charge is weighted by a ramp $W$ rising linearly from 0 to 1 over one plane spacing.

The second derivation counts charge crossing moving lattice planes, averaged over plane position: $\dot Q_\alpha=\sum q\,\dot s_\alpha$ over the particles of one cell. Ions contribute $e\sum_sZ_s\dot s_{s\alpha}$. The current density $\mathbf J$ and the tensor are defined by $\mathbf A_\alpha\cdot\mathbf J=\dot Q_\alpha$ and $J_i=e_{ijk}\dot\varepsilon_{jk}$.

Case (b), quoted later, is a rocksalt model with its anion shifted along axis 3: $P_3=-2.17559$ and $e^{\rm imp}_{311}=2.15758$ C/m², against $P_3=-1.97301$ C/m² for unstrained rocksalt.

**Moving coordinates.** Let $\mathbf r=F(t)\mathbf x$ with $F=1+\varepsilon(t)$, where $\mathbf x$ is the position in the undeformed crystal, and set $\chi(\mathbf x,t)=\sqrt{\det F}\,\psi(F\mathbf x,t)$, which keeps the norm. The material velocity is $\mathbf v=\dot F\mathbf x$, with $\nabla_r\cdot\mathbf v=\operatorname{tr}(\dot FF^{-1})=\partial_t\ln\det F$. With $\mathbf p=-i\hbar\nabla_r$ and $H=p^2/2m+V$, the chain rule gives

$$i\hbar\,\partial_t\chi=\Big[H-\mathbf v\cdot\mathbf p+\tfrac{i\hbar}{2}\nabla_r\cdot\mathbf v\Big]\chi=\Big[H-\tfrac12(\mathbf v\cdot\mathbf p+\mathbf p\cdot\mathbf v)\Big]\chi=\Big[\frac{(\mathbf p-m\mathbf v)^2}{2m}+V-\tfrac12mv^2\Big]\chi .$$

The second step uses $\mathbf p\cdot\mathbf v=\mathbf v\cdot\mathbf p-i\hbar\nabla_r\cdot\mathbf v$, and the third completes the square. The velocity relative to the material is $(\mathbf p-m\mathbf v)/m$. To first order in the rate $\dot\varepsilon$ the current is the sum of two parts: the response to the slow change of $H$, and the response to the extra term $m\mathbf v$, which acts as a static vector potential at fixed shape. The second part carries no macroscopic current. For the symmetric part of $\dot\varepsilon$, $m\mathbf v=\nabla\Lambda$ with $\Lambda=\tfrac12m\,x_j\dot\varepsilon_{jk}x_k$, and the substitution $\chi=e^{i\Lambda/\hbar}\chi'$ turns $\mathbf p-m\mathbf v$ into $\mathbf p$ in both Hamiltonian and velocity. What remains, $\dot\Lambda\propto\ddot\varepsilon$ and $mv^2/2$, are inertial terms of second order in the slowness, negligible for a sample of fixed size when the motion is slow enough. For the antisymmetric part, $\mathbf v=\boldsymbol\omega\times\mathbf x$ has the form of the vector potential of a uniform magnetic field. The state in a static uniform field is stationary and its current is divergence-free, so the flux through a lattice plane in a thick slab equals the flux through a parallel plane in the vacuum, which is zero. The current in the interior of an insulator does not depend on distant boundaries, so the bulk flux is zero for each of the three families of planes.

**The adiabatic current.** What is left is $H$ written in $\mathbf x$. With the metric $g=F^{\rm T}F$,

$$H=-\frac{\hbar^2}{2m}\,(g^{-1})_{kl}\frac{\partial}{\partial x_k}\frac{\partial}{\partial x_l}+V(\mathbf x;\varepsilon),\tag{10}$$

which is periodic on the fixed, undeformed lattice for every $\varepsilon$. Therefore $\kappa$ is conserved, and all $u_{n\kappa}(\varepsilon)$ live in one space of periodic functions. The Bloch Hamiltonian is $H_\kappa=e^{-2\pi i\kappa\cdot s}He^{2\pi i\kappa\cdot s}$. Its derivative is $\partial_{\kappa_\alpha}H_\kappa=2\pi i[H_\kappa,s_\alpha]$, and the Heisenberg velocity is $\dot s_\alpha=(i/\hbar)[H,s_\alpha]$, so

$$\dot s_\alpha=\frac{1}{2\pi\hbar}\,\partial_{\kappa_\alpha}H_\kappa .$$

Let $\lambda$ stand for one component $\varepsilon_{jk}$, and write $|n\rangle$ for an occupied eigenstate of $H_\kappa$ and $|m\rangle$ for an empty one. Insert $e^{-i\int E_ndt/\hbar}\big(|n\rangle+\sum_mc_m|m\rangle\big)$ in the Schrödinger equation and project on $\langle m|$. Admixture of other occupied states is left out because it does not change the many-electron determinant. To first order in $\dot\lambda$ one finds $i\hbar\dot\lambda\langle m|\partial_\lambda n\rangle+E_nc_m=E_mc_m$, so

$$c_m=-\,i\hbar\dot\lambda\,\frac{\langle m|\partial_\lambda n\rangle}{E_n-E_m}.$$

The gap keeps the denominators away from zero. Differentiating $H|n\rangle=E_n|n\rangle$ with respect to any parameter $\mu$ and projecting on $\langle m|$ gives

$$\langle m|\partial_\mu H|n\rangle=(E_n-E_m)\langle m|\partial_\mu n\rangle,\tag{11}$$

whose complex conjugate for $\mu=\kappa_\alpha$ is $\langle n|\partial_\kappa H|m\rangle=(E_n-E_m)\langle\partial_\kappa n|m\rangle$. The expectation value of $\partial_\kappa H$ is then

$$\partial_\kappa E_n+2\operatorname{Re}\sum_m\langle n|\partial_\kappa H|m\rangle c_m=\partial_\kappa E_n+2\hbar\dot\lambda\operatorname{Im}\sum_m\langle\partial_\kappa n|m\rangle\langle m|\partial_\lambda n\rangle ,$$

using $\operatorname{Re}(-iz)=\operatorname{Im}z$. The term $\partial_\kappa E_n$, summed over filled bands, integrates to zero over the zone because the energies are periodic. Replacing $z$ by $z^*$ reverses the sign of the imaginary part. With one electron per band, per cell and per unit volume of $\kappa$, each of charge $-e$,

$$\dot Q^{\rm el}_\alpha=-\frac{e}{2\pi}\,\dot\lambda\,C_{\lambda\alpha},\qquad C_{\lambda\alpha}=-2\operatorname{Im}\int d^3\kappa\sum_{n}^{\rm occ}\sum_m^{\rm emp}\langle\partial_\lambda n|m\rangle\langle m|\partial_{\kappa_\alpha}n\rangle .\tag{12}$$

By (11) this is the Kubo sum

$$C_{\lambda\alpha}=-2\operatorname{Im}\int d^3\kappa\sum_{n}^{\rm occ}\sum_m^{\rm emp}\frac{\langle n|\partial_\lambda H|m\rangle\langle m|\partial_{\kappa_\alpha}H|n\rangle}{(E_n-E_m)^2},\tag{13}$$

in which each eigenvector appears once as a bra and once as a ket. No phase convention enters, no polarization has been defined, and there is no branch to choose.

**From curvature to phase.** Let $\mathcal Q=\sum_m|m\rangle\langle m|$ project on the empty states. Under $u_n\to\sum_{n'}u_{n'}U_{n'n}$ the derivative of $U$ multiplies occupied states and is removed by $\mathcal Q$, and $UU^\dagger=1$ leaves $\sum_n\langle\partial_\lambda u_n|\mathcal Q|\partial_\kappa u_n\rangle$ unchanged. So (12) may be evaluated in the smooth periodic gauge of (6). The projector can then be dropped. The occupied terms are $T_{nn'}=\langle\partial_\lambda u_n|u_{n'}\rangle\langle u_{n'}|\partial_\kappa u_n\rangle$. Orthonormality gives $\langle\partial u_n|u_{n'}\rangle=-\langle u_n|\partial u_{n'}\rangle$ for either derivative, so $T_{nn'}=\langle\partial_\kappa u_{n'}|u_n\rangle\langle u_n|\partial_\lambda u_{n'}\rangle=T_{n'n}^*$, and the imaginary part of $\sum_{nn'}T_{nn'}$ vanishes. Thus $C_{\lambda\alpha}=-2\operatorname{Im}\int d^3\kappa\sum_n\langle\partial_\lambda u_n|\partial_{\kappa_\alpha}u_n\rangle$.

Now differentiate (6), and subtract a total $\kappa$-derivative so that the mixed second derivatives cancel:

$$\partial_\lambda\,i\langle u|\partial_\kappa u\rangle-\partial_\kappa\,i\langle u|\partial_\lambda u\rangle=i\big[\langle\partial_\lambda u|\partial_\kappa u\rangle-\langle\partial_\kappa u|\partial_\lambda u\rangle\big]=-2\operatorname{Im}\langle\partial_\lambda u|\partial_\kappa u\rangle ,$$

since $i(z-z^*)=-2\operatorname{Im}z$. The subtracted term integrates to the difference of $i\langle u|\partial_\lambda u\rangle$ across the zone. The periodic gauge gives $u_{\kappa+\hat\alpha}=e^{-2\pi is_\alpha}u_\kappa$, and in lattice coordinates this factor does not depend on $\lambda$, so it cancels between bra and ket and the difference is zero. Hence $C_{\lambda\alpha}=\partial_\lambda\sum_n\gamma_{n\alpha}$. Adding the ions and comparing with (7),

$$\dot Q_\alpha=\frac{e}{2\pi}\,\dot\phi_\alpha .$$

Equation (2) applied to $\mathbf J$ gives $J_i=(e/2\pi\Omega)\sum_\alpha a_{\alpha i}\dot\phi_\alpha$, which is the last member of (1).

**Relation to the improper tensor.** The middle member now follows from the product rule applied to (7), in which three factors depend on $\varepsilon$. By (4), $\partial(1/\Omega)/\partial\varepsilon_{jk}=-\delta_{jk}/\Omega$, and by (3) the lattice vector contributes $\delta_{ij}a_{\alpha k}$:

$$e^{\rm imp}_{ijk}=-\delta_{jk}\frac{e}{2\pi\Omega}\sum_\alpha\phi_\alpha a_{\alpha i}+\delta_{ij}\frac{e}{2\pi\Omega}\sum_\alpha\phi_\alpha a_{\alpha k}+\frac{e}{2\pi\Omega}\sum_\alpha a_{\alpha i}\frac{\partial\phi_\alpha}{\partial\varepsilon_{jk}}=-\delta_{jk}P_i+\delta_{ij}P_k+e_{ijk}.\tag{14}$$

Solving for $e_{ijk}$ completes (1). Multiplied by $\dot\varepsilon_{jk}$, with $v_j=\dot\varepsilon_{jk}r_k$ so that $\nabla\cdot\mathbf v=\dot\varepsilon_{jj}$ and $P_k\partial_kv_i=\dot\varepsilon_{ik}P_k$, it reads $\mathbf J=\dot{\mathbf P}+\mathbf P\,(\nabla\cdot\mathbf v)-(\mathbf P\cdot\nabla)\mathbf v$ for uniform $\mathbf P$.

The branch dependence can be made explicit. Two branches followed along a gapped path differ by $2\pi n_\alpha$, a continuous function of $\varepsilon$ with values in a discrete set and therefore constant. The derivative $\partial\phi_\alpha/\partial\varepsilon_{jk}$ is the same on both, and (14) gives

$$\Delta\mathbf P=\frac{e\mathbf R}{\Omega},\qquad\Delta e^{\rm imp}_{ijk}=-\delta_{jk}\Delta P_i+\delta_{ij}\Delta P_k,\qquad\Delta e_{ijk}=0.\tag{15}$$

The quantum $e\mathbf R/\Omega$ itself depends on strain, through $\mathbf R$ and $\Omega$, and that dependence is all there is in $\Delta e^{\rm imp}$.

## What each derivation assumes

Both need a neutral insulating bulk whose gap stays open, zero macroscopic field, and a homogeneous deformation slow compared with $\hbar$ over the gap.

The first is a comparison of two static states. It never uses the equation of motion, so it has no need of the moving frame, the inertial terms or perturbation theory, and it holds for finite deformations. It ties $e_{ijk}$ directly to the reading of a meter. Its cost lies at the surface. It assumes insulating faces with the periodicity of the bulk planes, no charge transfer to the electrodes, and a localized representation of the occupied states that joins the bulk Wannier functions. If a surface band crosses the Fermi level during the deformation, or a reconstruction or adsorbate changes $N$, the wire carries additional charge that is no bulk property. A reconstructed surface with a larger cell is covered if it stays insulating: $N$ is then an integer per supercell, a fraction per primitive surface cell, and still constant.

The second shows that $e_{ijk}$ is a bulk linear-response coefficient, (13), and makes branch independence automatic, since the quantity is obtained before any polarization is defined. Its cost is the treatment of the moving frame, where a slab was invoked once to dispose of the rotational term, and the restriction to first order in the rate. It needs the smooth periodic gauge only for the last step, from curvature to phase. This matters for a Chern insulator. There (13) can still be evaluated, but for at least two of the three directions the Berry phase of a string along $\kappa_\alpha$ winds by a nonzero multiple of $2\pi$ across the transverse zone. Its average then depends on where the zone is cut, (7) defines no polarization vector, and the corresponding faces carry metallic surface states, which invalidate the first derivation for them. In a stack of weakly coupled Chern layers the stacking direction is the exception: its strings do not wind, and the face parallel to the layers can stay insulating. In a metal both fail. The number of occupied states varies with $\kappa$ and changes as the strain moves levels through the Fermi energy, so there is no fixed set of filled bands to follow adiabatically, the integrals no longer run over the whole zone, the smooth periodic gauge of (6) is lost, and the integer $N$ does not exist.

The two definitions of the tensor agree by charge conservation. The ramp $W$ of the first derivation is the average over plane positions of the second, and the charge that crosses the averaged plane accumulates above it, so $\dot Q_\alpha$ is the same quantity in both.

If the electrodes are open instead of shorted, a macroscopic field builds up, the potential is no longer periodic, and a different coefficient is measured. Equation (1) is the zero-field coefficient.

## Symmetry, limits and the ionic term

**Rotation.** In the absence of external fields the Hamiltonian (10) depends on $\varepsilon$ through the metric alone: the kinetic term does so explicitly, and $V$ is built from distances, $|F\mathbf x|^2=x_kg_{kl}x_l$. With spin–orbit coupling or magnetic order the same holds when the spin axes are rotated with the crystal. Since $dg_{kl}=d\varepsilon_{kl}+d\varepsilon_{lk}$, an antisymmetric $d\varepsilon$ leaves $\phi_\alpha$ unchanged, and $e_{ijk}=e_{ikj}$. Subtracting (14) from its copy with $j$ and $k$ exchanged gives $e^{\rm imp}_{ijk}-e^{\rm imp}_{ikj}=\delta_{ij}P_k-\delta_{ik}P_j$, which is the vector $\mathbf P$ turning with the crystal. The proper tensor can therefore always be put in Voigt form without loss, the improper one only on a branch where $\mathbf P=0$.

**Inversion.** A homogeneous deformation preserves an inversion centre, and it is assumed here that the relaxation of ions and electrons does not break it spontaneously. Inversion maps the set of allowed $\phi_\alpha$ onto its negative, so $\phi_\alpha=-\phi_\alpha+2\pi n$, and $\phi_\alpha$ is a multiple of $\pi$ for every strain. It is therefore constant and $e_{ijk}=0$. When it is an odd multiple, $\mathbf P$ is nonzero on every branch and $e^{\rm imp}_{ijk}=-\delta_{jk}P_i+\delta_{ij}P_k$ does not vanish.

**Point charges.** If the electrons are bound rigidly at ions with fixed lattice coordinates, all terms of $\phi_\alpha$ are constant and $e_{ijk}=0$ in any structure, polar or not. A large spontaneous polarization does not by itself produce a current under strain.

**Symmetric strain in class 4mm.** A calculation that applies only symmetric strains measures the part of $e^{\rm imp}$ symmetric in $jk$, and the correction becomes $\delta_{jk}P_i-\tfrac12(\delta_{ij}P_k+\delta_{ik}P_j)$. Take $\mathbf P$ along axis 3. For $ijk=333$ the correction is $P_3-P_3=0$; for $311$ it is $P_3$; for $113$ it is $-\tfrac12P_3$. With the Voigt labels $e_{33}=e_{333}$, $e_{31}=e_{311}$ and $e_{15}=e_{113}$, the last conjugate to the engineering shear $2\varepsilon_{13}$,

$$e_{33}=e^{\rm imp}_{33},\qquad e_{31}=e^{\rm imp}_{31}+P_3,\qquad e_{15}=e^{\rm imp}_{15}-\tfrac12P_3 .\tag{16}$$

The constant $e_{33}$ needs no correction because a stretch along the normal does not change the area of the face. Two points need care in applying (16). A symmetrised shear takes $\tfrac12P_3$, whereas the unsymmetrised $e^{\rm imp}_{113}$ takes the full $P_3$. The effective spontaneous polarization, a difference relative to a reference structure, may not in general be inserted when $e^{\rm imp}$ was obtained from the formal polarization: the two differ by the formal polarization of the reference, which need not vanish on the branch used. The $P$ in (1) is the formal polarization (7) on the branch along which $e^{\rm imp}$ was taken. Subtracting a fixed vector from it leaves $e^{\rm imp}$ unchanged but alters the correction. In case (b) below, subtracting the unstrained rocksalt value gives $-2.17559+1.97301=-0.20258$ C/m², and $e^{\rm imp}_{311}$ plus this number is $2.15758-0.20258=1.95500$ C/m² instead of $-0.01801$.

The bulk current has given (1) a second time, and the assumptions of both derivations, the branch dependence and the symmetry rules have been set out. What remains is the contribution of relaxed ions and the worked example with its numerical checks.
